\section*{Kerker pseudization: matching, norm and the screened potential in closed form}

\section*{The problem}

An electron in a spherical atom moves in the screened potential $V(r)$, the sum of the nuclear, Hartree and exchange-correlation potentials. For angular momentum $l$ the radial function $u(r)=rR(r)$ of a bound state with energy $\varepsilon$ obeys the non-relativistic equation
\begin{equation}
-\frac{\hbar^2}{2m}u''+\left[V(r)+\frac{\hbar^2}{2m}\frac{l(l+1)}{r^2}\right]u=\varepsilon u ,
\label{radial}
\end{equation}
with $u$ real and $\int_0^\infty u^2\,dr=1$. If the core contains states of the same $l$, a valence function has nodes near the nucleus, because it must be orthogonal to them. We replace it by a nodeless function $\tilde u$ that equals $u$ beyond a cutoff radius $r_c$ and has Kerker's form inside:
\begin{equation}
\tilde u(r)=r^{l+1}e^{p(r)},\qquad p(r)=p_0+\gamma r^2+\beta r^3+\alpha r^4\qquad(r\le r_c).
\label{ansatz}
\end{equation}
The radius $r_c$ lies beyond the last node of $u$, and the sign of $u$ is chosen so that $u_c\equiv u(r_c)>0$. Four conditions are imposed: $\tilde u$, $\tilde u'$ and $\tilde u''$ agree with those of $u$ at $r_c$, and both functions have the same norm inside,
\begin{equation}
\int_0^{r_c}\tilde u^2\,dr=Q\equiv\int_0^{r_c}u^2\,dr .
\label{norm}
\end{equation}
The screened pseudopotential $\tilde V$ is the potential for which $\tilde u$ solves (\ref{radial}) with the same $l$ and $\varepsilon$.

\section*{(a) From the function to the potential}

\textit{Express $\tilde V$ through $p$, and find what a linear term in $p$ would do.}

\medskip
Since $\tilde u>0$ inside $r_c$, we may divide by it. The logarithmic derivative of (\ref{ansatz}) is
\[
\frac{\tilde u'}{\tilde u}=\frac{l+1}{r}+p' .
\]
The identity $\tilde u''/\tilde u=(\tilde u'/\tilde u)'+(\tilde u'/\tilde u)^2$ then gives
\begin{align}
\frac{\tilde u''}{\tilde u}
&=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)}{r}p'+p'^2\nonumber\\
&=\frac{l(l+1)}{r^2}+p''+\frac{2(l+1)}{r}p'+p'^2 .
\label{ratio}
\end{align}
Solving (\ref{radial}) for the potential, the centrifugal term cancels the first term of (\ref{ratio}):
\begin{equation}
\tilde V(r)=\varepsilon+\frac{\hbar^2}{2m}\left[p''+\frac{2(l+1)}{r}p'+p'^2\right].
\label{inversion}
\end{equation}
The factor $r^{l+1}$ is thus what keeps the centrifugal singularity out of $\tilde V$.

Suppose $p$ also held a term $\lambda r$. Then $p'\to\lambda$ at the origin, and the middle term of (\ref{inversion}) would contribute $\hbar^2(l+1)\lambda/(mr)$, a Coulomb-like singularity. The other two terms stay finite and cannot cancel it. Leaving out the linear term therefore removes the singularity. With (\ref{ansatz}), $p'$ is proportional to $r$ near the origin and $p'/r$ is finite.

\section*{(b) The matching data}

\textit{Turn the conditions at $r_c$ into conditions on a dimensionless polynomial, and say what matching the curvature means for the potential.}

\medskip
Define
\[
s=\frac{r}{r_c},\qquad T_c=\frac{\hbar^2}{2mr_c^2},\qquad
\tilde u=u_c\,s^{l+1}e^{q(s)},\qquad q=c_0+c_2s^2+c_3s^3+c_4s^4 .
\]
Comparison with (\ref{ansatz}) gives $\gamma=c_2/r_c^2$, $\beta=c_3/r_c^3$, $\alpha=c_4/r_c^4$ and $e^{p_0}=u_c\,r_c^{-(l+1)}e^{c_0}$. Working with $q$ avoids logarithms of quantities that carry units. From here on a prime on $q$ means $d/ds$.

Equality of the values at $s=1$ requires $q(1)=0$. For the slopes, $r_c\tilde u'/\tilde u=l+1+q'(1)$ at $r_c$, so
\begin{equation}
q'(1)=g\equiv\frac{r_cu'(r_c)}{u_c}-(l+1).
\label{g}
\end{equation}
For the curvature, (\ref{ratio}) in the variable $s$ reads, at $s=1$,
\[
\frac{r_c^2\tilde u''}{\tilde u}=l(l+1)+q''(1)+2(l+1)g+g^2 ,
\]
while (\ref{radial}) for the original function gives $r_c^2u''/u=l(l+1)+[V(r_c)-\varepsilon]/T_c$. Equating the two,
\begin{equation}
q''(1)=k\equiv\frac{V(r_c)-\varepsilon}{T_c}-2(l+1)g-g^2 .
\label{k}
\end{equation}
No second derivative of a numerical function is needed. Both functions satisfy (\ref{radial}) with the same $\varepsilon$ and the same value at $r_c$, so equal second derivatives mean $\tilde V(r_c)=V(r_c)$, and conversely. The curvature condition is the continuity of the potential.

\section*{(c) The linear conditions}

\textit{Solve for $c_2,c_3,c_4$ with $c_0$ left free.}

\medskip
The three conditions are
\begin{align*}
c_2+c_3+c_4&=-c_0,\\
2c_2+3c_3+4c_4&=g,\\
2c_2+6c_3+12c_4&=k .
\end{align*}
The second minus twice the first is $c_3+2c_4=g+2c_0$. The third minus the second is $3c_3+8c_4=k-g$. Subtracting three times the former from the latter leaves $2c_4=k-4g-6c_0$. Back substitution gives $c_3=g+2c_0-2c_4$ and $c_2=-c_0-c_3-c_4$, that is,
\begin{align}
c_2&=-6c_0-3g+\tfrac12k,\nonumber\\
c_3&=8c_0+5g-k,\label{coeff}\\
c_4&=-3c_0-2g+\tfrac12k .\nonumber
\end{align}

\section*{(d) The norm condition}

\textit{Show how many values of $c_0$ satisfy the norm condition.}

\medskip
Insert (\ref{coeff}) into $q$ and collect the factors of $c_0$, $g$ and $k$:
\begin{align*}
c_0:&\quad 1-6s^2+8s^3-3s^4=(1-s)^3(1+3s)\equiv w(s),\\
g:&\quad -3s^2+5s^3-2s^4=-s^2(1-s)(3-2s),\\
k:&\quad \tfrac12s^2-s^3+\tfrac12s^4=\tfrac12s^2(1-s)^2 .
\end{align*}
Hence
\begin{equation}
q(s)=c_0w(s)-g\,s^2(1-s)(3-2s)+\tfrac12k\,s^2(1-s)^2 .
\label{grouped}
\end{equation}
The triple zero of $w$ at $s=1$ shows why $c_0$ can be varied without disturbing value, slope or curvature there. With $dr=r_c\,ds$, condition (\ref{norm}) becomes one equation for one unknown:
\begin{equation}
F(c_0)\equiv\int_0^1s^{2l+2}e^{2q(s)}\,ds=\frac{Q}{r_cu_c^2}.
\label{F}
\end{equation}
Its derivative is
\[
F'(c_0)=2\int_0^1w(s)\,s^{2l+2}e^{2q(s)}\,ds>0 ,
\]
because $w>0$ for $0\le s<1$. Thus $F$ increases strictly. As $c_0\to-\infty$ the integrand tends to zero at each $s<1$ and, for $c_0<0$, stays below its value at $c_0=0$; hence $F\to0$. For the other limit, $w'=-12s(1-s)^2\le0$, so $w\ge w(\tfrac12)=\tfrac5{16}$ on $[0,\tfrac12]$. That interval alone contributes at least a positive constant times $e^{5c_0/8}$ when $c_0>0$, and $F\to\infty$.

A continuous, strictly increasing function running from $0$ to $\infty$ takes each positive value once. There is exactly one real solution for any finite $g$ and $k$ and any $Q>0$, and bisection between two values that bracket it will find it.

The construction degrades when $r_c$ approaches the last node from outside. Then $u_c\to0$ and $g\to\infty$. Since $g=2c_2+3c_3+4c_4$, at least one coefficient must diverge. A solution still exists for every $r_c$ beyond the node, but $\tilde V$ cannot stay bounded in this limit. With a bounded potential, $\tilde u''$ would be as small as $\tilde u$ near $r_c$, and $\tilde u$, continued inward with the finite slope $u'(r_c)$, would reach zero within a distance of about $u_c/u'(r_c)$. Since $\tilde u$ stays positive, $\tilde V$ must grow without limit just inside $r_c$.

\section*{(e) The screened potential}

\textit{Write $\tilde V$ explicitly. Examine it at $r=0$ and $r=r_c$, and check it on a case with a known answer.}

\medskip
In the variable $s$, (\ref{inversion}) is $\tilde V=\varepsilon+T_c[q''+2(l+1)q'/s+q'^2]$, with
\[
\frac{q'}{s}=2c_2+3c_3s+4c_4s^2,\qquad q''=2c_2+6c_3s+12c_4s^2 .
\]
In $q''+2(l+1)q'/s$ the powers of $s$ have these factors:
\begin{align*}
s^0:&\quad 2c_2+4(l+1)c_2=2(2l+3)c_2,\\
s^1:&\quad 6c_3+6(l+1)c_3=6(l+2)c_3,\\
s^2:&\quad 12c_4+8(l+1)c_4=4(2l+5)c_4 .
\end{align*}
Therefore
\begin{align}
\tilde V=\varepsilon+T_c\big[&2(2l+3)c_2+6(l+2)c_3s+4(2l+5)c_4s^2\nonumber\\
&+s^2(2c_2+3c_3s+4c_4s^2)^2\big],\qquad s\le1,
\label{V}
\end{align}
or, in the original coefficients,
\begin{align*}
\tilde V(r)=\varepsilon+\frac{\hbar^2}{2m}\big[&2(2l+3)\gamma+6(l+2)\beta r+4(2l+5)\alpha r^2\\
&+r^2(2\gamma+3\beta r+4\alpha r^2)^2\big],\qquad r\le r_c .
\end{align*}
Outside, $\tilde V=V$.

At the origin the potential is finite, $\tilde V(0)=\varepsilon+2(2l+3)T_cc_2$, but its slope is $6(l+2)T_cc_3/r_c$. Unless $c_3=0$, the potential has a cusp there as a function in space.

At $r_c$ the value is continuous, but the slope is already determined. Differentiating (\ref{inversion}) in the variable $s$ and setting $s=1$,
\begin{equation}
\tilde V'(r_c^-)=\frac{T_c}{r_c}\left[q'''(1)+2(l+1)(k-g)+2gk\right],
\label{slope}
\end{equation}
where, by (\ref{coeff}), $q'''(1)=6c_3+24c_4=-24c_0-18g+6k$. The norm has fixed $c_0$, so no freedom remains to match $V'(r_c)$, and $\tilde V$ generally has a kink.

For the check, let $V=\tfrac12m\omega^2r^2$ and let $u\propto r^{l+1}e^{-r^2/2b^2}$ be its lowest state, with $b^2=\hbar/(m\omega)$ and $\varepsilon=(l+\tfrac32)\hbar\omega$. This function already has Kerker's form, with $q=a(1-s^2)$ and $a=r_c^2/(2b^2)$. It satisfies all four conditions, so by part (d) it is the solution. Indeed $g=k=-2a$ and $c_0=a$ in (\ref{coeff}) give $c_2=-a$ and $c_3=c_4=0$. Then (\ref{V}) becomes
\[
\tilde V=\varepsilon-2(2l+3)T_ca+4T_ca^2s^2 .
\]
Here $T_ca=\hbar^2/(4mb^2)=\hbar\omega/4$, so the second term is $-(l+\tfrac32)\hbar\omega$ and cancels $\varepsilon$. The last term is $\hbar^2r^2/(2mb^4)=\tfrac12m\omega^2r^2$. The original potential is recovered, without cusp or kink.

\section*{(f) The place of $\varepsilon$ in the new spectrum}

\textit{Show that $\varepsilon$ is the lowest level of the channel $l$ in $\tilde V$.}

\medskip
The function $\tilde u$ is normalized and solves the radial equation on both sides of $r_c$. Its value and slope are continuous, so it is an eigenfunction. It is positive for all $r>0$: inside because of the exponential, outside because $r_c$ lies beyond the last node.

Take any other admissible function $v$ and write $v=f\tilde u$. The effective potential, including the centrifugal term, is $\varepsilon+(\hbar^2/2m)\tilde u''/\tilde u$. Now
\[
v'^2+v^2\frac{\tilde u''}{\tilde u}
=(f\tilde u'+f'\tilde u)^2+f^2\tilde u\tilde u''
=f'^2\tilde u^2+\left(f^2\tilde u\tilde u'\right)' .
\]
The total derivative integrates to zero for functions that vanish suitably at both ends, and the energy expectation becomes
\[
E[v]=\varepsilon+\frac{\hbar^2}{2m}\,\frac{\int_0^\infty f'^2\tilde u^2\,dr}{\int_0^\infty v^2\,dr}\ \ge\ \varepsilon .
\]
Equality requires constant $f$, hence $v\propto\tilde u$. A 4s level of the atom thus becomes the first s level of $\tilde V$; the core levels have no counterpart below it.

\section*{(g) What the norm condition buys}

\textit{Relate $Q$ to the scattering properties near $\varepsilon$, and state its role in the PAW method.}

\medskip
Let $u(r,E)$ be the solution of (\ref{radial}) regular at the origin for a nearby energy $E$, and let $u_E=\partial u/\partial E$. Differentiating the equation with respect to $E$ gives the same equation for $u_E$ with an extra $u$ on the right. Multiply that by $u$, multiply the original by $u_E$, and subtract; the potential drops out:
\[
-\frac{\hbar^2}{2m}\left(u\,u_E''-u_Eu''\right)=u^2 .
\]
The bracket is the derivative of $uu_E'-u_Eu'=u^2\,\partial(u'/u)/\partial E$, which vanishes at the origin. Integrating to $r_c$ and defining $L=r_cu'(r_c)/u(r_c)$,
\begin{equation}
\left.\frac{\partial L}{\partial E}\right|_{\varepsilon}=-\frac{2mr_c}{\hbar^2}\frac{Q}{u_c^2}=-\frac{1}{T_c}\frac{Q}{r_cu_c^2}.
\label{dL}
\end{equation}
The same derivation holds for $\tilde u$ in $\tilde V$. Since $L$ summarizes what the inner region imposes on the outer solution, the slope condition makes the two potentials equivalent from outside at $\varepsilon$, and the norm condition extends this to first order in $E-\varepsilon$. Differences begin at second order.

In PAW, $u$ and $\tilde u$ can serve as an all-electron and a pseudo partial wave. The overlap operator contains the norm deficit $\int_0^{r_c}(u^2-\tilde u^2)\,dr$, which is also the monopole strength of the augmentation charge of this pair. Condition (\ref{norm}) sets it to zero. PAW can carry a non-zero deficit, so there $c_0$ may be varied, as long as the overlap operator stays positive definite, with (\ref{coeff}) and (\ref{V}) unchanged. By (\ref{coeff}), raising $c_0$ by $\Delta$ lowers $\tilde V(0)$ by $12(2l+3)T_c\Delta$.

\section*{(h) Germanium 4s and 4p}

\textit{Carry out the construction for a free germanium atom with $r_c=100$ pm, and judge the result.}

\medskip
The atom is treated in the local density approximation with Slater exchange and VWN correlation, non-relativistically, without spin polarization, with a spherical density and the configuration [Ar]$3d^{10}4s^24p^2$. Relativity and multiplet structure are left out. The energies are Kohn--Sham eigenvalues of this model. Here $T_c=3.80998$ eV and $V(r_c)=-24.2156$ eV; the digits kept below serve to make the arithmetic reproducible.

\textbf{The 4s function.} Its last node is at 41 pm and its outer peak at 93 pm, so $r_c$ is slightly beyond the peak. With $\varepsilon=-11.6063$ eV, $u_c=0.102830\ \mathrm{pm}^{-1/2}$ and $u'(r_c)=-2.6964\times10^{-4}\ \mathrm{pm}^{-3/2}$,
\begin{align*}
g&=\frac{100\,(-2.6964\times10^{-4})}{0.102830}-1=-1.2622,\\
k&=\frac{-24.2156+11.6063}{3.80998}+2(1.2622)-(1.2622)^2=-2.3783 .
\end{align*}
The norm inside is $Q=0.4274$, so the right side of (\ref{F}) is $0.4042$. Its root is $c_0=-0.7184$, and (\ref{coeff}) gives
\begin{align*}
c_2&=4.3104+3.7867-1.1892=6.908,\\
c_3&=-5.7472-6.3111+2.3783=-9.680,\\
c_4&=2.1552+2.5244-1.1892=3.490 .
\end{align*}
At the origin $\tilde V(0)=-11.61+6(3.810)(6.908)=146.3$ eV.

\textbf{The 4p function.} Its last node is at 44 pm and its peak at 117 pm, so $r_c$ is now inside the peak and $u'(r_c)>0$. With $\varepsilon=-4.0785$ eV the data are $g=-1.5580$, $k=-1.4807$ and $Q/(r_cu_c^2)=0.3091$. The solution is $c_0=0.2940$, $c_2=2.169$, $c_3=-3.957$, $c_4=1.493$, and $\tilde V(0)=-4.08+10(3.810)(2.169)=78.6$ eV.

The potentials at intermediate radii, in eV, are:
\begin{center}
\begin{tabular}{rrrr}
$r$ (pm) & $V$ & $\tilde V_{4s}$ & $\tilde V_{4p}$\\
25 & $-510.8$ & $65.4$ & $21.4$\\
50 & $-112.8$ & $-1.1$ & $-17.3$\\
75 & $-45.55$ & $-36.0$ & $-32.2$
\end{tabular}
\end{center}
For this $r_c$ the deep attraction near the nucleus has been replaced by a finite repulsion, different in the two channels. Finiteness is general, but the sign at the origin depends on the cutoff: for 4p, $\tilde V(0)$ is negative both at $r_c\approx80$ pm and at $r_c\approx140$ pm. At the origin $c_2>0$ puts $\tilde V(0)$ above $\varepsilon$, and here $2(2l+3)T_cc_2$ exceeds $|\varepsilon|$, so $\tilde V(0)$ is positive. The terms $-6c_0$, $-3g$ and $\tfrac12k$ of $c_2$ are $4.31$, $3.79$ and $-1.19$ for 4s, and $-1.76$, $4.67$ and $-0.74$ for 4p. They are not independent causes, since (\ref{F}) makes $c_0$ depend on $g$ and $k$ as well as on the norm. The slopes at the origin, $-4.43$ and $-2.71$ eV/pm, show the cusp. At $r_c$ the slope of $V$ is $0.53$ eV/pm, against $1.12$ (4s) and $0.65$ eV/pm (4p) for $\tilde V$, which is the kink described by (\ref{slope}).

Diagonalizing the radial Hamiltonian with $\tilde V$ tests part (f): the lowest level agrees with $\varepsilon$ to better than $10^{-6}$ eV in both channels. The curvature relation behind (\ref{k}), for $r_c^2u''/u\approx-3.3$, holds with an absolute residual of about $6\times10^{-8}$ when $u''(r_c)$ comes from a local polynomial fit. The output also lists a residual of about $10^{-4}$ in the same quantity when the full grid interpolant is differentiated twice at its end node; the program's test uses the local fit, not this value.

For the energy dependence, (\ref{dL}) gives $-0.4042/3.810=-0.1061\ \mathrm{eV}^{-1}$ for 4s and $-0.0811\ \mathrm{eV}^{-1}$ for 4p. Solving the inner problem at neighbouring energies gives the same values for $V$ and $\tilde V$. If $c_0$ is raised by $0.5$ with $g$ and $k$ kept, $L(\varepsilon)$ is unchanged, but its energy slope becomes $-0.1170$ and $-0.0873\ \mathrm{eV}^{-1}$, too large in magnitude by 10\% and 8\%. This isolates the effect of the norm.

Five electronvolts above $\varepsilon$, the 4s values of $L$ are $-0.8371$ for $V$ and $-0.8403$ for $\tilde V$. The difference is $0.6\%$ of the change in $L$ over that interval. For 4p the values are $0.0118$ and $0.0101$, a difference of $0.4\%$ of the change. These small deviations are what remains beyond first order.

Each $\tilde V$ is still a screened potential. An ionic pseudopotential for use in other surroundings requires a further step, the subtraction of the Hartree and exchange-correlation potentials of the valence pseudo-density. The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/(2m) = 38099.821 eV pm^2
cutoff radius rc = 100.0 pm
Tc = hbar^2/(2 m rc^2) = 3.80998 eV
Ge LDA atom: 54 iterations, kinetic energy 56376.06 eV
virial sum / kinetic energy = 1.3e-11
all-electron V(rc) = -24.2156 eV, slope 0.5283 eV/pm
4s: rc^2 u''/u at rc = -3.309547
4s: its residual: local fit 6.1e-08, end-node matrix -1.1e-04
4s: eps = -11.6063 eV
4s: last node 41.42 pm, outer peak 93.18 pm
4s: u(rc) = 0.102830 pm^-1/2, u'(rc) = -2.6964e-04 pm^-3/2
4s: norm inside rc Q = 0.427442, Q/(rc u_c^2) = 0.404239
4s: g = -1.262217, k = -2.378304
4s: c0 = -0.718394, c2 = 6.907864
4s: c3 = -9.679934, c4 = 3.490464
4s: Q_ps/Q - 1 = -4.4e-16
4s: V_ps(0) = 146.3067 eV
4s: r = 25 pm: V = -510.77 eV, V_ps = 65.43 eV
4s: r = 50 pm: V = -112.83 eV, V_ps = -1.09 eV
4s: r = 75 pm: V = -45.55 eV, V_ps = -35.98 eV
4s: slope of V_ps at 0: -4.4256 eV/pm
4s: slope of V_ps at rc: 1.1225 eV/pm
4s: lowest level in V_ps minus eps = -7.1e-08 eV
4s: L(eps) = -0.262217 (all-electron)
4s: dL/dE all-electron -0.106100, pseudo -0.106100 eV^-1
4s: dL/dE from norm -0.106100 eV^-1
4s: dL/dE with c0 raised by 0.5: -0.117001 eV^-1
4s: L(eps + 5 eV): all-electron -0.8371, pseudo -0.8403
4p: rc^2 u''/u at rc = -3.285352
4p: its residual: local fit 5.7e-08, end-node matrix -1.2e-04
4p: eps = -4.0785 eV
4p: last node 43.77 pm, outer peak 116.71 pm
4p: u(rc) = 0.082563 pm^-1/2, u'(rc) = 3.6494e-04 pm^-3/2
4p: norm inside rc Q = 0.210725, Q/(rc u_c^2) = 0.309131
4p: g = -1.557992, k = -1.480723
4p: c0 = 0.294049, c2 = 2.169319
4p: c3 = -3.956843, c4 = 1.493475
4p: Q_ps/Q - 1 = -3.7e-15
4p: V_ps(0) = 78.5722 eV
4p: r = 25 pm: V = -510.77 eV, V_ps = 21.41 eV
4p: r = 50 pm: V = -112.83 eV, V_ps = -17.27 eV
4p: r = 75 pm: V = -45.55 eV, V_ps = -32.22 eV
4p: slope of V_ps at 0: -2.7136 eV/pm
4p: slope of V_ps at rc: 0.6487 eV/pm
4p: lowest level in V_ps minus eps = -4.7e-08 eV
4p: L(eps) = 0.442008 (all-electron)
4p: dL/dE all-electron -0.081137, pseudo -0.081137 eV^-1
4p: dL/dE from norm -0.081137 eV^-1
4p: dL/dE with c0 raised by 0.5: -0.087324 eV^-1
4p: L(eps + 5 eV): all-electron 0.0118, pseudo 0.0101
\end{verbatim}
